# Comment on the origin of the Rashba splitting at Au(111)

The argument under review concerns the surface state of Au(111), whose two spin branches separate linearly with the in-plane momentum $\mathbf k$. It runs as follows. The potential rises from the metal to the vacuum, so the electron moves in an electric field normal to the surface. The Pauli spin-orbit term turns this field into a splitting linear in $\mathbf k$. The measured Rashba coefficient therefore gives the slope of the surface potential.

The symmetry part of the argument is sound: the splitting does need the surface to break inversion symmetry. The last inference is quantitative, and the manuscript does not put numbers into it. I do so first, and then examine where the Pauli term acts.

**The estimate with numbers**

I use Hartree atomic units. $V$ is the potential energy of the electron, $z$ points to the vacuum, and the Pauli term is

$$h=\frac{1}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The manuscript takes $V=V(z)$ and the state $e^{i\mathbf k\cdot\mathbf r}\varphi(z)$ with $\mathbf k$ in the surface plane. Then $\nabla V=V'\hat{\mathbf z}$ and $\hat{\mathbf z}\times\mathbf p=(-p_y,p_x,0)$. Since $p_x$ and $p_y$ act on this state as the numbers $k_x$ and $k_y$, the first-order spin Hamiltonian is

$$\langle h\rangle=-\frac{\langle V'\rangle}{4c^2}\,(k_y\sigma_x-k_x\sigma_y).$$

I write the Rashba Hamiltonian as $\alpha(k_y\sigma_x-k_x\sigma_y)$. Its eigenvalues are $\pm|\alpha|k$, so the splitting is $2|\alpha|k$, and here $\alpha=-\langle V'\rangle/4c^2$. If the slope nowhere exceeds $F$ in size, then $|\alpha|\le F/4c^2$.

Take a step of 0.2 hartree over 4 bohr, so that $F=0.05$ hartree/bohr. With $c=137.036$, $4c^2=7.51\times10^4$ and

$$\frac{F}{4c^2}=6.7\times10^{-7}\ \text{hartree bohr}=9.6\times10^{-6}\ \text{eV Å}.$$

The measured coefficient is roughly 0.3 eV Å, larger by a factor of about $3\times10^4$. Read backwards, as the manuscript proposes, 0.3 eV Å is 0.0208 hartree bohr and asks for a slope of $4c^2\times0.0208\approx1.6\times10^3$ hartree/bohr. No reasonable choice of step height and width supplies that.

Within the manuscript's own model even the small estimate is too generous. For $H=p^2/2+V(z)$ one has $[p_z,H]=-iV'$, hence $V'=i[p_z,H]$. In a bound eigenstate of energy $E$,

$$\langle V'\rangle=i\langle p_zH-Hp_z\rangle=iE\left(\langle p_z\rangle-\langle p_z\rangle\right)=0.$$

A bound electron feels no mean force: the wall on the vacuum side is balanced by whatever confines the state on the metal side. In a numerically solved well the two walls contribute $+0.0114$ and $-0.0114$ hartree/bohr to $\langle V'\rangle$. To first order in $h$, a separable bound state thus has no Rashba splitting at all.

**Where the Pauli term has its weight**

The failure does not lie in the operator. It lies in replacing the crystal by $V(z)$, and so $\mathbf p$ by $\mathbf k$. In a gold atom, slopes of $1.6\times10^3$ hartree/bohr do occur, at 0.19 bohr from the nucleus, and a Bloch state built from atomic orbitals passes through that region with a local momentum quite unlike $\mathbf k$.

Near a nucleus $V$ is central, so $\nabla V\times\mathbf p=(V'/r)\,\mathbf r\times\mathbf p=(V'/r)\mathbf L$, where $V'$ now means $dV/dr$. With $\boldsymbol\sigma=2\mathbf S$, the same Pauli term becomes $(V'/2c^2r)\,\mathbf L\cdot\mathbf S$.

So close to a heavy nucleus this form needs a correction. The lower Dirac equation, $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=E\chi$, gives

$$\chi\approx\frac{K}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\phi,\qquad K=\frac{1}{1-V/2c^2},$$

if $E$ is neglected beside $2c^2-V$. Inserting this in the upper equation produces the kinetic operator $\tfrac12\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p$. The product rule for Pauli matrices splits it into

$$\tfrac12\mathbf p\cdot K\mathbf p+\tfrac i2\boldsymbol\sigma\cdot(\mathbf p\times K\mathbf p).$$

Because $\mathbf p\times\mathbf p=0$, only the derivative of $K$ survives in the second term: $\mathbf p\times K\mathbf p=-i\nabla K\times\mathbf p$. With $\nabla K=K^2\nabla V/2c^2$, the spin-dependent part is $(K^2/4c^2)\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. This is the ZORA approximation; it multiplies the Pauli term by $K^2$, which is below one where $V<0$. For an orbital with normalized radial function $P(r)$ the coupling is $\zeta\,\mathbf L\cdot\mathbf S$, with

$$\zeta=\int_0^\infty\frac{K^2V'}{2c^2r}\,P^2\,dr .$$

I evaluated this for a free gold atom, $5d^{10}6s^1$, in spherical, spin-restricted LDA with scalar ZORA; the $6p$ orbital is an empty level of that potential. Ninety per cent of the integral comes from within 0.039 bohr for $6p$ and within 0.124 bohr for $5d$. The region beyond 1 bohr contributes 0.02 % and 0.3 %.

The Dirac equation in the same potential provides a value that does not rest on first order. Since $\mathbf L\cdot\mathbf S$ equals $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$, the level splitting is $\zeta(2l+1)/2$. This defines $\zeta=0.376$ eV for $6p$ and 0.618 eV for $5d$. The integral gives 0.303 and 0.605 eV, which is 19 % and 2 % below the Dirac values. ZORA with spin-orbit coupling kept in the radial equation reproduces the Dirac values to the digits given, so the shortfall comes from holding the scalar radial function fixed, not from ZORA. I use the Dirac values below. They are converged for this potential but depend on its choice. A self-consistent Dirac potential with a finite nucleus gives about 0.378 and 0.615 eV, and the configuration $5d^{10}6p^1$ raises the $6p$ value to about 0.46 eV. The $6p$ coupling is therefore uncertain by some 20 %.

**What makes the splitting linear in k**

Without spin-orbit coupling, a Bloch state $\psi_{\mathbf k}$ can carry either spin at the same energy. To first order in $\zeta$, and with one orbital shell carrying the moment, the coupling acts on this pair as

$$h_{\mathbf k}=\frac{\zeta}{2}\,\langle\mathbf L\rangle_{\mathbf k}\cdot\boldsymbol\sigma .$$

The spin splitting is $\zeta|\langle\mathbf L\rangle_{\mathbf k}|$. Time reversal requires $\langle\mathbf L\rangle_{-\mathbf k}=-\langle\mathbf L\rangle_{\mathbf k}$, while inversion symmetry would require the two to be equal. The moment can therefore be nonzero only if inversion symmetry is broken. This is the place of the surface slope in the problem.

A model shows how the slope enters. Take one flat triangular layer with lattice constant $a$ and orbitals $s,p_x,p_y,p_z$ on each atom. If the surface adds $Fz$ to the potential on the atom, it mixes $s$ and $p_z$ by

$$w=F\langle s|z|p_z\rangle .$$

At $\mathbf k=0$ the lower mixed state is $\phi=\cos\theta\,s+\sin\theta\,p_z$. The $s$ row of its eigenvalue equation, $E_s\cos\theta+w\sin\theta=E_0\cos\theta$, gives $\tan\theta=(E_0-E_s)/w$, and the two-by-two problem gives

$$E_0=\frac{E_s+E_z}{2}-\sqrt{\left(\frac{E_z-E_s}{2}\right)^2+w^2}.$$

Here $E_s$ and $E_z$ are the unmixed band energies at $\mathbf k=0$.

At small $\mathbf k$, hopping admixes $p_x$ and $p_y$. With unit vectors $\mathbf u$ to the six neighbours and $s$–$p$ hopping $V_{sp}$,

$$\langle s|H|p_x\rangle=V_{sp}\sum_{\mathbf u}u_x e^{ia\mathbf k\cdot\mathbf u}\approx iaV_{sp}\sum_{\mathbf u}u_x(\mathbf k\cdot\mathbf u)=3iaV_{sp}k_x,$$

because $\sum u_x=0$, $\sum u_xu_y=0$ and $\sum u_x^2=3$. The same holds for $y$. Without the slope, hopping between $p_z$ and $p_{x,y}$ vanishes by the mirror symmetry of the flat layer. The term $Fz$ breaks that symmetry and also has elements between neighbouring atoms. Those between $s$ and $p_z$ modify $w$ and so change $\alpha$ at first order in $F$. Those between $p_z$ and $p_{x,y}$ give an amplitude proportional to $F\sin\theta$, which the orbital moment weights by a second $\sin\theta$; for the $s$-like state they enter only at order $F^3$. For a $p_z$-like state they enter already at first order in $F$. The model keeps only the on-site element $w$. With $\Delta=E_0-E_{xy}$, where $E_{xy}$ is the energy of $p_x$ and $p_y$ at $\mathbf k=0$, first-order perturbation theory gives the amplitudes

$$c_i=\frac{\langle p_i|H|\phi\rangle}{\Delta}=-\frac{3iaV_{sp}k_i\cos\theta}{\Delta},\qquad i=x,y.$$

The minus sign comes from complex conjugation of the hopping element.

From $L_ip_j=i\epsilon_{ijk}p_k$ follow $L_yp_x=-ip_z$ and $L_xp_y=ip_z$. Hence $\langle\phi|L_y|p_x\rangle=-i\sin\theta$ and $\langle\phi|L_x|p_y\rangle=i\sin\theta$, and

$$\langle L_y\rangle=2\,\mathrm{Re}(-i\sin\theta\,c_x)=-\frac{6aV_{sp}\sin\theta\cos\theta}{\Delta}\,k_x,$$

$$\langle L_x\rangle=2\,\mathrm{Re}(i\sin\theta\,c_y)=+\frac{6aV_{sp}\sin\theta\cos\theta}{\Delta}\,k_y .$$

$\langle L_z\rangle$ has no linear term, since $L_z$ gives zero on both $s$ and $p_z$. Inserting the moment in $h_{\mathbf k}$ yields the Rashba form with

$$\alpha=\frac{3aV_{sp}\,\zeta\sin\theta\cos\theta}{E_0-E_{xy}} .$$

The coefficient vanishes with $\zeta$ and with $w$, and it changes sign with $w$. For weak mixing $\theta\approx-w/(E_z-E_s)$, so $\alpha$ is proportional to $F$, as the manuscript expects, but the factor in front is not $1/4c^2$. The formula requires $ak\ll1$, $3a|V_{sp}|k\ll|\Delta|$ and $\zeta\ll|\Delta|$; it fails if the $p_{x,y}$ band comes close to the surface state.

**The same slope by both routes**

I keep $F=0.05$ hartree/bohr and take $\zeta=0.0138$ hartree ($6p$) and $\langle s|z|p_z\rangle=1.66$ bohr from the gold atom, so $w=0.083$ hartree. This lets the slope act over the whole extent of the orbitals. The $6s$ and $6p$ functions reach beyond a step 4 bohr long, so a step of finite height gives a smaller on-site element: 0.059 hartree for a 4-bohr ramp centred on the atom and 0.040 hartree for an atom at its foot. The elements between neighbours, which the model leaves out, also matter. With free-atom orbitals, normalized Bloch sums at $\mathbf k=0$ give $w\approx0.087$ hartree. The $p_z$–$p_{x,y}$ element of $z$ between nearest neighbours is about 1.3 bohr in size. Although it enters at order $F^3$, at this $F$ it would raise $\alpha$ by roughly 40 % if orbital overlap is ignored. The layer has round parameters: $a=5.5$ bohr, site energies 0 ($s$) and 0.20 ($p$), and hoppings $V_{ss}=-0.02$, $V_{sp}=0.05$, $V_{pp\sigma}=0.03$ and $V_{pp\pi}=-0.01$, all in hartree. Summing over six neighbours,

$$E_s=6(-0.02)=-0.12,\qquad E_z=0.20+6(-0.01)=0.14,$$

$$E_{xy}=0.20+3(0.03-0.01)=0.26 .$$

Then $E_0=0.01-\sqrt{0.13^2+0.083^2}=-0.144$, $\theta=-0.284$ and $\sin\theta\cos\theta=-0.269$, so that

$$\alpha=\frac{3(5.5)(0.05)(0.0138)(-0.269)}{-0.144-0.26}=7.6\times10^{-3}\ \text{hartree bohr}.$$

Diagonalizing the full eight-by-eight Hamiltonian gives $7.7\times10^{-3}$ hartree bohr, or 0.11 eV Å. The formula is 2 % below this; when $\zeta$ is reduced a hundredfold, the two agree within the test's tolerance of 0.2 %. At $k=0.05$ bohr$^{-1}$ the splitting is 20 meV, against at most $1.8\times10^{-3}$ meV from the bound $F/4c^2$ for the separable state. With these parameters the coefficient from orbital mixing exceeds that bound by a factor of about $10^4$.

The value 0.11 eV Å is not a prediction for Au(111). The hoppings are round numbers, $\zeta$ belongs to a free atom, and the layer has neither $d$ orbitals nor deeper atoms. With these hoppings the repulsion from $p_{x,y}$ even makes the lowest band curve downward at $\mathbf k=0$, whereas the Au(111) surface state curves upward. The lowest state is also 92 % $s$, while the Au(111) state is usually described as largely $p_z$-like; the $p_z$-like pair of the same layer lies closer to $p_{x,y}$ and gives about 0.5 eV Å. What the model shows is a mechanism that, for the $s$-like state, reaches several hundredths to a tenth of an eV Å: between 0.025 and 0.11 eV Å for $w$ from 0.040 to 0.083 hartree and $V_{sp}$ from 0.02 to 0.05 hartree. The number depends on the chosen parameters. The $d$ shell may well matter: if $5d$ coupling alone were to produce 0.3 eV Å, the relation $|\alpha|=\tfrac12\zeta\,|d\langle L\rangle/dk|$ would require a moment slope of $2(0.0208)/0.0227\approx1.8$ bohr, which is a moment of only $0.09\,\hbar$ at $k=0.05$ bohr$^{-1}$. How the real splitting divides between $p$ and $d$ has to come from a calculation of the actual surface.

**Requested revision**

The manuscript should withdraw the surface field it extracts from the measured coefficient. Through $|\alpha|=\tfrac12\zeta\,|d\langle L\rangle/dk|$, the measurement does constrain the orbital moment of the surface state, once it is known which shell carries that moment. To go from there to a potential slope, the authors would also need the hoppings, the band energies and the matrix elements of $z$ that set the orbital mixing. The numerical check accompanying this comment can serve as a starting point.

## Computed values

```
speed of light                        137.036 a.u.
1 hartree bohr                        14.3996 eV angstrom
surface step, length                  0.20 hartree, 4.0 bohr
surface slope F                       0.050 hartree/bohr
Pauli estimate F/(4c^2)               6.656e-07 hartree bohr
Pauli estimate F/(4c^2)               9.585e-06 eV angstrom
well: bound-state energy              0.05905 hartree
well: mean slope, vacuum wall         0.011382 hartree/bohr
well: mean slope, bulk wall           -0.011382 hartree/bohr
rough Au(111) coefficient (input)     0.3 eV angstrom
rough value / Pauli estimate          3.13e+04
slope needed for rough value          1565 hartree/bohr
radius in Au atom with that slope     0.191 bohr
one-electron 2p splitting, Dirac num. 82.186 hartree
one-electron 2p splitting, Sommerfeld 82.190 hartree
Au 6s energy (scalar ZORA LDA)        -0.2231 hartree
Au 6p energy (scalar ZORA LDA)        -0.0323 hartree
Au 6p zeta, Dirac                     0.01381 hartree
Au 6p zeta, Dirac                     0.376 eV
Au 6p zeta, ZORA with spin-orbit      0.376 eV
Au 6p zeta, first-order integral      0.303 eV
Au 6p radius holding 90% of integral  0.0389 bohr
Au 6p share from beyond 1 bohr        0.024 %
Au 5d energy (scalar ZORA LDA)        -0.2618 hartree
Au 5d zeta, Dirac                     0.02271 hartree
Au 5d zeta, Dirac                     0.618 eV
Au 5d zeta, ZORA with spin-orbit      0.618 eV
Au 5d zeta, first-order integral      0.605 eV
Au 5d radius holding 90% of integral  0.1242 bohr
Au 5d share from beyond 1 bohr        0.323 %
dipole element <6s|z|6pz>             1.661 bohr
layer: a                              5.5 bohr
layer: site energies s, p             0.00, 0.20 hartree
layer: V_ss, V_sp                     -0.02, 0.05 hartree
layer: V_pp sigma, V_pp pi            0.03, -0.01 hartree
layer: k=0 levels s, pz, pxy          -0.12, 0.14, 0.26 hartree
s-pz mixing element w                 0.0830 hartree
mixing angle theta                    -0.2842 rad
mixed-state energy E0                 -0.1443 hartree
alpha, orbital route, formula         7.588e-03 hartree bohr
alpha, orbital route, diagonalized    7.724e-03 hartree bohr
alpha, orbital route, diagonalized    0.1112 eV angstrom
orbital route / Pauli estimate        11604
orbital-moment slope dLy/dk           -1.0986 bohr
splitting at k=0.05/bohr, orbital    20.486 meV
splitting at k=0.05/bohr, Pauli      1.81e-03 meV
moment slope needed from 5d alone     1.835 bohr
that moment at k=0.05/bohr           0.0918 hbar
```
